# Dipole-exchange spin waves: backward-volume and Damon-Eshbach modes in films

## Spin waves in bulk and in a tangentially magnetized film

A ferromagnetic film 1 µm thick, magnetized in its plane, carries spin waves of wavenumber $k=10^6\ \mathrm{m^{-1}}$. The figures in this paragraph are those of the magnetostatic model, which neglects exchange. If the wave runs along the magnetization, its lowest mode has frequency 4.14 GHz and group velocity $-3.00$ km/s: energy travels against the wavefronts. If the wave runs across the magnetization, there is a mode at 5.35 GHz with group velocity $+1.11$ km/s, and its precession is 7.0 times as intense at one surface as at the other. The wavelength and the material are the same in both cases. The differences come from the dipolar field and the film surfaces.

The parameters are round model values: $g=2$, $M_s=1.5\times10^5$ A/m, exchange stiffness $A=4\times10^{-12}$ J/m and internal field $\mu_0H_0=0.1$ T.

### Equation of motion

Let $\mathbf M=M_s\mathbf u$ with $|\mathbf u|=1$. Damping and anisotropy are left out. The energy is

$$E=\int\Big[A\sum_i|\partial_i\mathbf u|^2-\mu_0M_sH_0u_z-\tfrac12\mu_0M_s\,\mathbf u\cdot\mathbf h\Big]dV, \tag{1}$$

where $\mathbf h$ is the dipolar field of the wave; any static demagnetizing field is included in $H_0$. The effective field is $\mathbf H=-(\mu_0M_s)^{-1}\delta E/\delta\mathbf u$. Integrating the exchange variation by parts gives $-2A\nabla^2\mathbf u$ in the volume, and at a free surface it requires $\partial_n\mathbf u=0$. The dipolar energy is a symmetric quadratic form, so its variation cancels the factor $\tfrac12$. Hence

$$\mathbf H=H_0\hat{\mathbf z}+\mathbf h+\ell^2\nabla^2\mathbf M,\qquad \ell^2=\frac{2A}{\mu_0M_s^2}. \tag{2}$$

Here $\ell=16.8$ nm. With $\gamma>0$ the torque equation is $\dot{\mathbf M}=-\gamma\mu_0\mathbf M\times\mathbf H$. Put $\mathbf M=M_s\hat{\mathbf z}+\mathbf m$ with small transverse $\mathbf m$. To first order,

$$\mathbf M\times\mathbf H=H_0\,\mathbf m\times\hat{\mathbf z}+M_s\hat{\mathbf z}\times(\mathbf h+\ell^2\nabla^2\mathbf m).$$

Since $\mathbf m\times\hat{\mathbf z}=(m_y,-m_x,0)$ and $\hat{\mathbf z}\times\mathbf h=(-h_y,h_x,0)$, a plane wave, for which $\nabla^2\to-k^2$, obeys

$$\dot m_x=-\Omega m_y+\omega_Mh_y,\qquad \dot m_y=\Omega m_x-\omega_Mh_x, \tag{3}$$

$$\Omega=\omega_H+\omega_M\ell^2k^2,\quad \omega_H=\gamma\mu_0H_0,\quad \omega_M=\gamma\mu_0M_s. \tag{4}$$

The example has $\omega_H/2\pi=2.799$ GHz and $\omega_M/2\pi=5.276$ GHz.

### The Herring-Kittel law

Only waves much shorter than electromagnetic waves of the same frequency in the medium are considered, and small-$k$ limits below are meant within this regime. Eddy currents are also left out, so the medium is taken to be an insulator, or a metal with skin depth large against the film thickness and the wavelength. Retardation is then neglected: $\nabla\times\mathbf h=0$ and $\nabla\cdot(\mathbf h+\mathbf m)=0$. Write $\mathbf h=-\nabla\psi$. Then $\nabla^2\psi=\nabla\cdot\mathbf m$, which for a plane wave reads $-k^2\psi=i\mathbf k\cdot\mathbf m$. Therefore

$$\mathbf h=-i\mathbf k\psi=-\frac{\mathbf k(\mathbf k\cdot\mathbf m)}{k^2}. \tag{5}$$

Let $\mathbf k$ lie in the $xz$ plane at angle $\theta$ to $\mathbf M$. Then $h_x=-\sin^2\theta\,m_x$ and $h_y=0$, and (3) becomes

$$\dot m_x=-\Omega m_y,\qquad \dot m_y=(\Omega+\omega_M\sin^2\theta)m_x.$$

Differentiating the first equation and inserting the second gives

$$\omega^2=\Omega(\Omega+\omega_M\sin^2\theta). \tag{6}$$

This holds in a sample much larger than $1/k$, for wavelengths long on the atomic scale. The dipolar term measures the magnetic charge $-\nabla\cdot\mathbf m$, which vanishes for $\mathbf k\parallel\mathbf M$. At $k=3\times10^7\ \mathrm{m^{-1}}$ one has $\ell^2k^2=0.255$ and $\Omega/2\pi=4.14$ GHz. This is the frequency at $\theta=0$; at $\theta=90^\circ$ it is $\sqrt{4.14(4.14+5.28)}=6.25$ GHz.

At fixed $\theta$, (6) rises with $k$, so it contains no wave that is backward along its own wavevector. Suppose, however, that the component $q$ of the wavevector normal to $\mathbf M$ is held fixed while the component along $\mathbf M$ grows. Then $\theta$ falls, and so does the dipolar term. A film imposes a similar constraint: as (12) below shows, on each branch $q$ stays within an interval of width $\pi/d$ however large the component along $\mathbf M$ becomes.

### Magnetostatic equations of the film

The film occupies $|x|<d/2$, with $\mathbf M$ along $z$ in its plane. Neglect exchange for now, so that $\Omega=\omega_H$. With time factor $e^{-i\omega t}$, (3) becomes

$$\omega_Hm_x+i\omega m_y=\omega_Mh_x,\qquad \omega_Hm_y-i\omega m_x=\omega_Mh_y.$$

Subtracting $i\omega$ times the second from $\omega_H$ times the first eliminates $m_y$; adding $i\omega$ times the first to $\omega_H$ times the second eliminates $m_x$. The results are

$$m_x=\chi h_x-i\kappa h_y,\qquad m_y=i\kappa h_x+\chi h_y, \tag{7}$$

$$\chi=\frac{\omega_H\omega_M}{\omega_H^2-\omega^2},\qquad \kappa=\frac{\omega\,\omega_M}{\omega_H^2-\omega^2}. \tag{8}$$

In $\nabla\cdot(\mathbf h+\mathbf m)=0$ the $\kappa$ terms combine into $-i\kappa(\partial_xh_y-\partial_yh_x)=0$. With $\mu=1+\chi$ and $\psi(x)e^{i(k_yy+k_zz)}$ this leaves

$$\mu(\psi''-k_y^2\psi)-k_z^2\psi=0. \tag{9}$$

Outside, Laplace's equation gives decay as $e^{-k|x|}$, with $k^2=k_y^2+k_z^2$. Both $\psi$ and $h_x+m_x$ are continuous. Inside, $h_x=-\psi'$ and $h_y=-ik_y\psi$, so $h_x+m_x=-\mu\psi'-\kappa k_y\psi$; outside it is $-\psi'$. The surface conditions are therefore

$$\mu\psi'+\kappa k_y\psi=\mp k\psi\quad\text{at }x=\pm d/2. \tag{10}$$

### Propagation along the magnetization

Set $k_y=0$, $k_z=k$. The symmetric film has even and odd solutions. For $\mu>0$ they would be $\cosh px$ and $\sinh px$ with $p>0$. At the top surface $\psi'/\psi$ would then be positive, whereas (10) requires it to be negative. Hence $\mu<0$, and (9) gives oscillations with

$$\mu=-k^2/q^2. \tag{11}$$

For $\psi=\sin qx$, (10) reads $\mu q\cos(qd/2)=-k\sin(qd/2)$, or $\tan(qd/2)=k/q$. For $\psi=\cos qx$ it reads $-\mu q\sin(qd/2)=-k\cos(qd/2)$, or $\tan(qd/2)=-q/k$. Because $\tan(\alpha+\pi/2)=-1/\tan\alpha$, the two families combine into

$$qd=n\pi+2\arctan(k/q),\qquad n=0,1,2,\dots \tag{12}$$

The frequency follows from (8) and (11). Let $\omega_0^2=\omega_H(\omega_H+\omega_M)$, so that $\mu=(\omega_0^2-\omega^2)/(\omega_H^2-\omega^2)$. Then $q^2(\omega_0^2-\omega^2)=-k^2(\omega_H^2-\omega^2)$, and collecting $\omega^2$ gives

$$\omega^2=\omega_H^2+\omega_H\omega_M\frac{q^2}{q^2+k^2}. \tag{13}$$

This is (6) without exchange, for a standing wave whose two plane waves have wavevectors $(\pm q,0,k)$.

Although $q$ itself depends on $k$, the sign of the slope can be settled for every branch. Let $u=k/q$. Equations (12) and (13) become

$$kd=u(n\pi+2\arctan u),\qquad \omega^2=\omega_H^2+\frac{\omega_H\omega_M}{1+u^2}. \tag{14}$$

As $u$ grows from zero, $kd$ increases and $\omega$ decreases. Thus $d\omega/dk<0$ for every $n$ and every $k>0$ in the magnetostatic model. These are the backward-volume modes. Dividing the derivatives of (14) gives

$$v=\frac{d\omega}{dk}=-\frac{\omega_H\omega_M\,u\,d}{\omega(1+u^2)^2}\left[n\pi+2\arctan u+\frac{2u}{1+u^2}\right]^{-1}. \tag{15}$$

For the 1 µm film at $kd=1$, $n=0$, a numerical root search in (14) gives $qd=1.307$, hence $u=0.765$ and $1+u^2=1.586$. In GHz, with frequencies divided by $2\pi$,

$$\frac{\omega}{2\pi}=\sqrt{2.799^2+\frac{2.799\times5.276}{1.586}}=4.14.$$

Equation (15) then gives $v=-3.00$ km/s.

At small $k$ and $n=0$, $\arctan u\approx u$ gives $u^2\approx kd/2$, so

$$\omega^2\approx\omega_0^2-\tfrac12\omega_H\omega_Mkd,\qquad v(0)=-\frac{\omega_H\omega_Md}{4\omega_0}. \tag{16}$$

With $\omega_0/2\pi=4.755$ GHz this is $-4.88$ km/s. For $n\ge1$, $u\approx kd/n\pi$, so the frequency drops quadratically and the velocity starts from zero. At large $k$, $u\to\infty$ and all branches of the magnetostatic model approach $\omega_H$. Exchange turns them upward before they get there: in the 1 µm film the lowest branch has its minimum near 3.1 GHz, at $kd\approx10$, well above $\omega_H/2\pi=2.80$ GHz.

### Propagation across the magnetization

Now set $k_z=0$ and $k_y=sk$, with $s=\pm1$. Equation (9) becomes $\mu(\psi''-k^2\psi)=0$. The choice $\mu=0$ gives volume modes at the single frequency $\omega_0$, without dispersion. Otherwise

$$\psi=a\,e^{kx}+b\,e^{-kx}. \tag{17}$$

Insert this in (10), divide by $k$ and collect $a$ and $b$. The top and bottom surfaces give

$$a\,e^{kd/2}(\mu+1+s\kappa)=b\,e^{-kd/2}(\mu-1-s\kappa), \tag{18}$$

$$a\,e^{-kd/2}(\mu-1+s\kappa)=b\,e^{kd/2}(\mu+1-s\kappa). \tag{19}$$

A nonzero solution requires

$$e^{kd}[(\mu+1)^2-\kappa^2]=e^{-kd}[(\mu-1)^2-\kappa^2]. \tag{20}$$

On the right, $(\mu-1)^2-\kappa^2=\chi^2-\kappa^2=\omega_M^2/(\omega_H^2-\omega^2)$ by (8). On the left, $(\mu+1)^2=(\mu-1)^2+4\mu$. Multiply (20) by $e^{-kd}(\omega_H^2-\omega^2)$ and use $\mu(\omega_H^2-\omega^2)=\omega_0^2-\omega^2$:

$$\omega_M^2+4(\omega_0^2-\omega^2)=\omega_M^2e^{-2kd}.$$

This is the Damon-Eshbach dispersion,

$$\omega^2=\omega_H(\omega_H+\omega_M)+\frac{\omega_M^2}{4}\left(1-e^{-2kd}\right),\qquad v=\frac{\omega_M^2d}{4\omega}e^{-2kd}. \tag{21}$$

The velocity is positive. It starts at $\omega_M^2d/4\omega_0=9.20$ km/s and vanishes as $\omega$ approaches $\omega_H+\omega_M/2$, here 5.44 GHz. At $kd=1$,

$$\frac{\omega}{2\pi}=\sqrt{4.755^2+\frac{5.276^2}{4}(1-e^{-2})}=5.35\ \text{GHz},$$

and $v=1.11$ km/s.

### On which surface, and how strongly

Take $s=+1$. Equation (7) with $h_x=-\psi'$, $h_y=-ik\psi$ gives $m_x=-\chi\psi'-\kappa k\psi$ and $m_y=-i\kappa\psi'-i\chi k\psi$. For the potential (17),

$$\begin{aligned}m_x&=-k[(\chi+\kappa)a\,e^{kx}-(\chi-\kappa)b\,e^{-kx}],\\ m_y&=-ik[(\chi+\kappa)a\,e^{kx}+(\chi-\kappa)b\,e^{-kx}].\end{aligned} \tag{22}$$

Since $\mu=1+\chi$, (19) gives $b/a=e^{-kd}(\chi+\kappa)/(2+\chi-\kappa)$. Also $\chi-\kappa=\omega_M/(\omega_H+\omega)$ by (8). With $C=-k(\chi+\kappa)a$, (22) becomes

$$m_x=C(e^{kx}-Re^{-kd}e^{-kx}),\qquad m_y=iC(e^{kx}+Re^{-kd}e^{-kx}), \tag{23}$$

$$R=\frac{\chi-\kappa}{2+\chi-\kappa}=\frac{\omega_M}{2(\omega+\omega_H)+\omega_M}<1. \tag{24}$$

The first terms have $m_y=im_x$. With $e^{-i\omega t}$ this is the rotation $(\cos\omega t,\sin\omega t)$, the sense of free precession in (3). This component grows as $e^{kx}$ toward the top surface. The second terms rotate the other way and grow toward the bottom, but with the smaller prefactor $Re^{-kd}$.

The intensity is $|m_x|^2+|m_y|^2=2|C|^2(e^{2kx}+R^2e^{-2kd}e^{-2kx})$. Its top-to-bottom ratio is

$$\frac{I_{\rm top}}{I_{\rm bottom}}=\frac{e^{kd}+R^2e^{-3kd}}{e^{-kd}+R^2e^{-kd}}=e^{2kd}\,\frac{1+R^2e^{-4kd}}{1+R^2}. \tag{25}$$

The numerator minus the denominator of the last form, with $e^{2kd}$ taken into the numerator, is $(e^{2kd}-1)(1-R^2e^{-2kd})$. This is positive for $k>0$, so the top surface has the larger intensity. At $kd=1$, $R=5.276/[2(5.350+2.799)+5.276]=0.245$, and (25) gives 6.98.

Reversing the direction, $s\to-s$, and exchanging $a$ with $b$ turns (18) into (19) and vice versa. The frequency is unchanged and the profile is reflected to the bottom surface. If $\mathbf n$ is the outward normal of the favoured surface, both cases are contained in

$$\hat{\mathbf k}=\hat{\mathbf M}\times\mathbf n. \tag{26}$$

Equations (14), (15), (21) and (25) give for the 1 µm film ($f=\omega/2\pi$ in GHz, $v$ in km/s; B is backward-volume with $n=0$, S is surface):

| $kd$ | $f_B$ | $v_B$ | $f_S$ | $v_S$ | top/bottom |
|---|---|---|---|---|---|
| 0.5 | 4.41 | −3.81 | 5.20 | 3.10 | 2.6 |
| 1 | 4.14 | −3.00 | 5.35 | 1.11 | 7.0 |
| 2 | 3.76 | −1.92 | 5.43 | 0.15 | 52 |
| 4 | 3.34 | −0.87 | 5.44 | 0.003 | 2800 |

The decay length of the main component is $1/k$. For $kd\ll1$ it exceeds the thickness, the ratio (25) tends to one, and the surface mode fills the film almost evenly.

Exchange also limits the surface result. By (6), it lifts the volume modes at $\theta=90^\circ$ above $\omega_0$, where they can meet the surface branch. Equation (21) does not describe any mixing there. The worked point is affected. Free surface spins suggest $q\approx n\pi/d$; for $n=6$ and $kd=1$ one has $\ell^2(q^2+k^2)=0.101$ and $\Omega/2\pi=3.33$ GHz, so (6) gives $\sqrt{3.33(3.33+5.28)}=5.35$ GHz, the frequency of the surface mode. The velocity and intensity ratio quoted at $kd=1$ therefore belong to the exchange-free model only. The other surface-mode entries of the table are exchange-free values too: away from such crossings exchange shifts the frequency by less than 1%, but it can change the intensity ratio at the surfaces greatly. With free surface spins the ratio falls from 52 to about 18 at $kd=2$, and from 2800 to about 23 at $kd=4$, where the frequency rises from 5.44 to 5.48 GHz. It also changes the velocity where (21) has flattened: at $kd=4$ the slope $d\Omega/dk=2\omega_M\ell^2k$ alone is 0.075 km/s, far above the tabulated 0.003 km/s.

### A thin film with exchange

Let $kd\ll1$ and let the surface spins be free. A profile uniform in $x$ then satisfies $\partial_xm=0$ at the surfaces. If exchange places the nonuniform thickness modes well above it, coupling to them may be neglected, and only the thickness average of $\mathbf h$ is needed. Let $\phi$ be the angle between the in-plane $\mathbf k$ and $\mathbf M$, so $k_y=k\sin\phi$.

A sheet of charge $\sigma$ at $x_s$ has potential $\sigma e^{-k|x-x_s|}/2k$: it decays on both sides, and $-\psi'$ jumps by $\sigma$. Uniform $m_x$ produces sheets $\pm m_x$ at $x=\pm d/2$. Their potential is odd in $x$, so they give no average $h_y$, and

$$\langle h_x\rangle=-\frac{\psi(d/2)-\psi(-d/2)}{d}=-\frac{1-e^{-kd}}{kd}\,m_x. \tag{27}$$

Uniform $m_y$ produces volume charge $\rho=-ik_ym_y$. Integrating the sheet potential over the thickness gives

$$\psi=\frac{\rho}{k^2}\left(1-e^{-kd/2}\cosh kx\right),\qquad \langle\psi\rangle=\frac{\rho P}{k^2},\qquad P=1-\frac{1-e^{-kd}}{kd}, \tag{28}$$

because $\langle\cosh kx\rangle=2\sinh(kd/2)/kd$. This potential is even, so it gives no average $h_x$, and $\langle h_y\rangle=-ik_y\langle\psi\rangle=-P\sin^2\phi\,m_y$. Inserting both averages in (3) yields

$$\omega^2=(\Omega+\omega_MP\sin^2\phi)\,[\Omega+\omega_M(1-P)]. \tag{29}$$

To first order in $k$, $P=kd/2$ and exchange does not enter:

$$\omega^2\approx\omega_0^2+\tfrac12\omega_Mkd\,[(\omega_H+\omega_M)\sin^2\phi-\omega_H]. \tag{30}$$

At $\phi=0$ this is (16); at $\phi=90^\circ$ it is the small-$k$ form of (21). The initial slope changes sign at $\sin^2\phi=\omega_H/(\omega_H+\omega_M)$.

For $\phi=0$, use $1-P=1-kd/2+k^2d^2/6-\dots$ and keep terms through $k^2$:

$$\omega^2\approx\omega_0^2-\tfrac12\omega_H\omega_Mkd+\omega_Mk^2\left[\ell^2(2\omega_H+\omega_M)+\tfrac16\omega_Hd^2\right]. \tag{31}$$

The derivative vanishes at

$$k_{\min}\approx\frac{\omega_Hd}{4[\ell^2(2\omega_H+\omega_M)+\omega_Hd^2/6]}. \tag{32}$$

Below this wavenumber the dipolar term makes the wave backward; above it exchange makes it forward. The estimate holds only when it returns $k_{\min}d\ll1$, that is, when the exchange term dominates the bracket. The $d^2/6$ term is dipolar: with $\ell=0$, (32) would still give $kd=1.5$, although by (14) the exchange-free wave is backward at every $k$. For the 1 µm film it gives $kd\approx1.5$ instead of about 10.

For $d=30$ nm, with frequencies in GHz and lengths in nm, (32) gives

$$k_{\min}\approx\frac{2.799\times30}{4(16.82^2\times10.875+2.799\times30^2/6)}=0.0060\ \mathrm{nm^{-1}},$$

that is, $6.0\times10^6\ \mathrm{m^{-1}}$ or $kd=0.18$. Minimizing (29) numerically gives $kd=0.19$. The expansion (31) omits the cubic term $-\omega_M(\omega_M\ell^2d/2+\omega_Hd^3/24)k^3$, whose negative slope moves the minimum to larger $k$.

The profile need not be assumed uniform. Divide the film into 24 layers, each with its own $\mathbf m$, couple them by layer-averaged dipolar fields and by exchange between neighbours, and diagonalize (3). The lowest mode then has its minimum at 4.68 GHz, 1.5% below $\omega_0/2\pi$. Finite differences of its frequency give $v=-107$ m/s at $kd=0.05$ and $+152$ m/s at $kd=0.40$.

All numerical values are calculated from the stated model.
